**Gauge invariance and exchange-hole curvature, with boron as example**

For one spin channel with density $n$, kinetic energy density $\tau=\tfrac12\sum_i|\nabla\phi_i|^2$ and paramagnetic current density $\mathbf j_p$, the program examines $K=\tau-j_p^2/(2n)$ and $D=K-|\nabla n|^2/(8n)$. It asserts that $K$ survives a position-dependent phase change of the orbitals, evaluated by finite differences, while $\tau$ does not. It asserts that direct spherical averages of the exchange hole and of the like-spin conditional density have the derived coefficients $Q=(\nabla^2n-4D)/6$ and $2D/3$. Further assertions cover the pair form of $D$, its vanishing for a single current-carrying orbital, and the relative-velocity term that separates spin-summed from spin-resolved expressions. For boron with frozen, spherically averaged Hartree–Fock orbitals, Hartree plus exact exchange energy is asserted to be equal for the $2p_0$ and $2p_{+1}$ states. The output shows that the Becke–Roussel exchange model splits these states by 5.74 mhartree without the current and by 0.29 mhartree with it. The program asserts that the current lowers the model energy of $2p_{+1}$ and that the splittings are stable when the integration grid is refined; the size of the improvement is a computed finding, not an assertion.

## Numerical verification

```python
"""Gauge invariance of K = tau - j^2/(2n) and its role in the exchange hole.
One spin channel, orbitals phi_i, Hartree atomic units:
  n = sum |phi_i|^2, tau = (1/2) sum |grad phi_i|^2, j = Im sum phi_i* grad phi_i
  D = tau - j^2/(2n) - |grad n|^2/(8n)
Claims: K and D do not change under phi_i -> exp(i Lambda(r)) phi_i;
the averaged hole -|gamma|^2/n is -(n + Q s^2 + ...), Q = (lap n - 4 D)/6;
the averaged like-spin conditional density is (2/3) D s^2 + ...
Example: boron, frozen spherically averaged Hartree-Fock orbitals, with the
2p electron in m=+1 (current) or m=0 (no current); Becke-Roussel exchange.
"""
import numpy as np
from scipy.linalg import eigh
from scipy.constants import physical_constants
from pyscf import gto

HARTREE_EV = physical_constants["Hartree energy in eV"][0]

# ---------- boron orbitals: spherically averaged restricted Hartree-Fock
n_s, n_p = 13, 8
shells = [[0, [0.05 * 2.5**k, 1.0]] for k in range(n_s)]
shells += [[1, [0.03 * 2.5**k, 1.0]] for k in range(n_p)]
mol = gto.M(atom="B 0 0 0", basis={"B": shells}, spin=1, verbose=0)
nao = mol.nao_nr()
overlap = mol.intor("int1e_ovlp")
kinetic = mol.intor("int1e_kin")
core = kinetic + mol.intor("int1e_nuc")
eri = mol.intor("int2e").reshape(nao, nao, nao, nao)
s_index = np.arange(n_s)
p_index = [n_s + axis + 3 * np.arange(n_p) for axis in range(3)]


def coulomb(dm):
    return (eri.reshape(nao**2, nao**2) @ dm.reshape(-1)).reshape(nao, nao)


def exchange(dm):
    return np.einsum("ikjl,kl->ij", eri, dm)


def orbitals_of(fock):
    block = np.ix_(s_index, s_index)
    _, vec = eigh(fock[block], overlap[block])
    s_orb = np.zeros((nao, 2))
    s_orb[s_index] = vec[:, :2]
    block = np.ix_(p_index[2], p_index[2])
    _, vec = eigh(fock[block], overlap[block])
    p_orb = np.zeros((nao, 3))
    for axis in range(3):
        p_orb[p_index[axis], axis] = vec[:, 0]
    return s_orb, p_orb


dm_avg = np.zeros((nao, nao))
fock = core
change = 1.0
for iteration in range(300):
    s_orb, p_orb = orbitals_of(fock)
    dm_new = 2 * s_orb @ s_orb.T + p_orb @ p_orb.T / 3
    change = np.abs(dm_new - dm_avg).max()
    dm_avg = dm_new if iteration == 0 else 0.5 * (dm_avg + dm_new)
    fock = core + coulomb(dm_avg) - 0.5 * exchange(dm_avg)
    if change < 1e-9:
        break
assert change < 1e-9
energy_avg = 0.5 * np.sum(dm_avg * (core + fock))
kinetic_avg = np.sum(dm_avg * kinetic)
virial = -(energy_avg - kinetic_avg) / kinetic_avg
assert abs(virial - 2) < 1e-3  # limited by the finite basis

p_plus = (p_orb[:, 0] + 1j * p_orb[:, 1])[:, None] / np.sqrt(2)
up = {1: np.hstack([s_orb, p_plus]),
      0: np.hstack([s_orb, p_orb[:, 2:3]]).astype(complex)}
down = s_orb.astype(complex)


# ---------- local quantities from analytic basis-function derivatives
def local_quantities(points, coeff):
    ao = mol.eval_gto("GTOval_sph_deriv2", points)
    phi = ao[0] @ coeff
    grad = np.array([ao[k] @ coeff for k in (1, 2, 3)])
    lap = (ao[4] + ao[7] + ao[9]) @ coeff
    n = np.sum(abs(phi)**2, axis=1)
    tau = 0.5 * np.sum(abs(grad)**2, axis=(0, 2))
    overlap_grad = np.sum(phi.conj() * grad, axis=2)
    j = overlap_grad.imag
    grad_n = 2 * overlap_grad.real
    lap_n = 2 * np.sum(phi.conj() * lap, axis=1).real + 4 * tau
    return dict(n=n, tau=tau, j=j, j2=np.sum(j**2, axis=0),
                weiz=np.sum(grad_n**2, axis=0) / (8 * n),
                lap_n=lap_n, phi=phi, grad=grad)


point = np.array([0.8, 0.3, 0.6])
q = local_quantities(point[None, :], up[1])
n0, tau0, j0 = q["n"][0], q["tau"][0], q["j"][:, 0]
j_term = q["j2"][0] / (2 * n0)
K0 = tau0 - j_term
D0 = K0 - q["weiz"][0]
Q0 = (q["lap_n"][0] - 4 * D0) / 6

# current of the m=+1 orbital: density over distance from the axis, azimuthal
rho = np.hypot(point[0], point[1])
azimuth = np.array([-point[1], point[0], 0]) / rho
assert np.allclose(j0, abs(q["phi"][0, 2])**2 / rho * azimuth, atol=1e-10)


# ---------- gauge change, checked by finite differences
def gauge(points):
    x, y, z = points.T
    return 0.7 * x - 0.4 * y * z + 0.3 * x**2


def gauged_orbitals(points, coeff):
    phi = mol.eval_gto("GTOval_sph", points) @ coeff
    return np.exp(1j * gauge(points))[:, None] * phi


def gauged_n_tau_j(coeff, h=1e-4):
    phi = gauged_orbitals(point[None, :], coeff)[0]
    step = h * np.eye(3)
    grad = (gauged_orbitals(point + step, coeff)
            - gauged_orbitals(point - step, coeff)) / (2 * h)
    return (np.sum(abs(phi)**2), 0.5 * np.sum(abs(grad)**2),
            np.sum(phi.conj() * grad, axis=1).imag)


n1, tau1, j1 = gauged_n_tau_j(up[1])
K1 = tau1 - j1 @ j1 / (2 * n1)
assert abs(K1 - K0) < 1e-6          # finite-difference error
assert abs(tau1 - tau0) > 1e-3      # tau alone is not invariant

# kinetic momentum -i grad + A in place of -i grad leaves K unchanged
A = np.array([0.5, -0.8, 0.3])
phi0, grad0 = q["phi"][0], q["grad"][:, 0, :]
pi_phi = -1j * grad0 + A[:, None] * phi0
tau_phys = 0.5 * np.sum(abs(pi_phi)**2)
j_phys = np.sum(phi0.conj() * pi_phi, axis=1).real
assert abs(tau_phys - j_phys @ j_phys / (2 * n0) - K0) < 1e-10
comoving = 0.5 * np.sum(abs(grad0 - 1j * (j0 / n0)[:, None] * phi0)**2)
assert abs(comoving - K0) < 1e-10

# ---------- hole and conditional density averaged over a sphere
cos_t, w_t = np.polynomial.legendre.leggauss(12)
angles = 2 * np.pi * np.arange(24) / 24
sin_t = np.sqrt(1 - cos_t**2)
directions = np.stack([np.outer(sin_t, np.cos(angles)).ravel(),
                       np.outer(sin_t, np.sin(angles)).ravel(),
                       np.repeat(cos_t, 24)], axis=1)
w_dir = np.repeat(w_t, 24) / 48


def sphere_averages(s, coeff):
    here = gauged_orbitals(point[None, :], coeff)[0]
    there = gauged_orbitals(point + s * directions, coeff)
    n_here = np.sum(abs(here)**2)
    hole = -abs(there.conj() @ here)**2 / n_here
    pair = np.sum(abs(there)**2, axis=1) + hole
    return w_dir @ hole, w_dir @ pair


def curvature_from_hole(s):
    return -(sphere_averages(s, up[1])[0] + n0) / s**2


Q_direct = (4 * curvature_from_hole(0.01) - curvature_from_hole(0.02)) / 3
assert abs(Q_direct - Q0) < 1e-5 * max(1, abs(Q0))
distances = [0.4, 0.2, 0.1, 0.05, 0.01]
pair_ratio = [sphere_averages(s, up[1])[1] / s**2 for s in distances]
pair_extrap = (4 * pair_ratio[-1] - sphere_averages(0.02, up[1])[1] / 4e-4) / 3
assert abs(pair_extrap - 2 * D0 / 3) < 1e-6
wrong_ratio = 2 * (D0 + j_term) / 3
assert abs(pair_extrap - wrong_ratio) > 1e-3

# positivity: pair form of D, and the one-orbital limit
pair_sum = sum(np.sum(abs(phi0[a] * grad0[:, b] - phi0[b] * grad0[:, a])**2)
               for a in range(3) for b in range(3))
assert abs(pair_sum / (4 * n0) - D0) < 1e-10
one = local_quantities(point[None, :], p_plus)
one_without = one["tau"][0] - one["weiz"][0]
one_with = one_without - one["j2"][0] / (2 * one["n"][0])
assert abs(one_with) < 1e-10 and one_without > 1e-3

# spin-resolved against spin-summed expression, in the changed gauge
nd, taud, jd = gauged_n_tau_j(down)
K_spins = K1 + taud - jd @ jd / (2 * nd)
n_tot, j_tot = n1 + nd, j1 + jd
K_total = tau1 + taud - j_tot @ j_tot / (2 * n_tot)
relative = j1 / n1 - jd / nd
spin_gap = n1 * nd * (relative @ relative) / (2 * n_tot)
assert abs(K_total - K_spins - spin_gap) < 1e-9
assert spin_gap > 1e-5


# ---------- Becke-Roussel exchange potential from n and Q
def br_potential(n, curvature):
    target = curvature / ((2 / 3) * np.pi**(2 / 3) * n**(5 / 3))
    low, high = np.full(n.shape, 1e-8), np.full(n.shape, 200.0)
    for _ in range(90):
        x = 0.5 * (low + high)
        too_small = (x - 2) * np.exp(2 * x / 3) / x < target
        low, high = np.where(too_small, x, low), np.where(too_small, high, x)
    x = 0.5 * (low + high)
    b = x * np.exp(-x / 3) / (8 * np.pi * n)**(1 / 3)
    return -(1 - np.exp(-x) * (1 + x / 2)) / b


def radial_grid(size):
    """Gauss-Legendre in log r on five segments, dense in the valence region."""
    u, w = np.polynomial.legendre.leggauss(size)
    edges = np.log([1e-4, 0.02, 0.5, 2.0, 6.0, 25.0])
    radii, weights = [], []
    for a, b in zip(edges[:-1], edges[1:]):
        r = np.exp(0.5 * (b - a) * u + 0.5 * (a + b))
        radii.append(r)
        weights.append(0.5 * (b - a) * w * r**3)
    return np.concatenate(radii), np.concatenate(weights)


def polar_grid(size):
    """cos(theta) on (0, 1), doubled by mirror symmetry, dense at both ends."""
    t, w = np.polynomial.legendre.leggauss(size)
    t = 0.5 * (t + 1)
    return t**2 * (3 - 2 * t), 6 * w * t * (1 - t)


COARSE, FINE = (40, 40), (60, 60)

# the model hole is exact for the hydrogen atom, exchange energy -5/16
r, w_r = radial_grid(COARSE[0])
n_h = np.exp(-2 * r) / np.pi
e_h = 0.5 * np.sum(4 * np.pi * w_r * n_h
                   * br_potential(n_h, n_h * (4 - 4 / r) / 6))
assert abs(e_h + 5 / 16) < 1e-6


def br_energies(coeff, grid):
    """Channel energies with and without the current, and two check integrals."""
    r, w_r = radial_grid(grid[0])
    c, w_c = polar_grid(grid[1])
    x = np.outer(r, np.sqrt(1 - c**2)).ravel()
    points = np.stack([x, 0 * x, np.outer(r, c).ravel()], axis=1)
    weight = 2 * np.pi * np.outer(w_r, w_c).ravel()
    f = local_quantities(points, coeff)
    D_without = f["tau"] - f["weiz"]
    D_with = D_without - f["j2"] / (2 * f["n"])
    v_with = br_potential(f["n"], (f["lap_n"] - 4 * D_with) / 6)
    v_without = br_potential(f["n"], (f["lap_n"] - 4 * D_without) / 6)
    assert np.all(v_with <= v_without + 1e-9)
    half = 0.5 * weight * f["n"]
    return (half @ v_with, half @ v_without,
            weight @ f["n"], weight @ f["tau"])


br_down = br_energies(down, FINE)[0]
hartree, exact_x, br_with, br_without = {}, {}, {}, {}
coarse_with, coarse_without = {}, {}
for m in (0, 1):
    dm_up, dm_down = up[m] @ up[m].conj().T, down @ down.conj().T
    dm_tot = (dm_up + dm_down).real
    hartree[m] = 0.5 * np.sum(dm_tot * coulomb(dm_tot))
    exact_x[m] = -0.5 * sum(np.sum(exchange(d) * d.conj()).real
                            for d in (dm_up, dm_down))
    e_with, e_without, count, t_up = br_energies(up[m], FINE)
    assert abs(count - 3) < 1e-6
    assert abs(t_up - np.sum(dm_up.real * kinetic)) < 1e-5
    br_with[m], br_without[m] = e_with + br_down, e_without + br_down
    coarse_with[m], coarse_without[m] = br_energies(up[m], COARSE)[:2]


def splitting(e_x):
    return hartree[1] + e_x[1] - hartree[0] - e_x[0]


split_exact = splitting(exact_x)
split_with, split_without = splitting(br_with), splitting(br_without)
assert abs(split_exact) < 1e-8
assert abs(hartree[1] - hartree[0]) > 1e-3
assert br_with[1] < br_without[1] - 1e-5
assert abs(br_with[0] - br_without[0]) < 1e-10
grid_change = max(abs(split_with - splitting(coarse_with)),
                  abs(split_without - splitting(coarse_without)))
assert grid_change < 1e-5, f"grid change {grid_change:.2e} hartree"

# ---------- output
print(f"averaged HF energy of boron: {energy_avg:.4f} hartree")
print(f"virial ratio -V/T: {virial:.5f}")
print("point (x, y, z):", point, "bohr")
print("spin-up channel 1s 2s 2p(+1) at this point, atomic units:")
print(f"  n = {n0:.6f}")
print(f"  |j_p| = {np.linalg.norm(j0):.6f}")
print(f"  tau = {tau0:.6f}")
print(f"  j_p^2/(2n) = {j_term:.6f}")
print(f"  K = tau - j_p^2/(2n) = {K0:.6f}")
print(f"  |grad n|^2/(8n) = {q['weiz'][0]:.6f}")
print(f"  D = {D0:.6f}")
print(f"  Laplacian of n = {q['lap_n'][0]:.6f}")
print("after Lambda = 0.7x - 0.4yz + 0.3x^2, atomic units:")
print(f"  |j_p| = {np.linalg.norm(j1):.6f}")
print(f"  tau = {tau1:.6f}")
print(f"  j_p^2/(2n) = {j1 @ j1 / (2 * n1):.6f}")
print(f"  K = {K1:.6f}")
print(f"hole coefficient Q, formula: {Q0:.6f} a.u.")
print(f"hole coefficient Q, sphere average: {Q_direct:.6f} a.u.")
print("averaged conditional density divided by s^2, a.u.:")
for s, ratio in zip(distances, pair_ratio):
    print(f"  s = {s:.2f} bohr: {ratio:.6f}")
print(f"  limit 2D/3: {2 * D0 / 3:.6f}")
print(f"  same formula without current: {wrong_ratio:.6f}")
print("2p(+1) orbital alone, tau - |grad n|^2/(8n):")
print(f"  without current term: {one_without:.6f} a.u.")
print(f"  with current term: {abs(one_with):.1e} a.u. (magnitude)")
print("both spins, K at the point, a.u.:")
print(f"  sum of spin-resolved K: {K_spins:.6f}")
print(f"  K from spin-summed quantities: {K_total:.6f}")
print(f"  relative-velocity term: {spin_gap:.6f}")
print(f"hydrogen, Becke-Roussel exchange: {e_h:.6f} hartree")
print("boron energies in hartree, 2p(0) then 2p(+1):")
print(f"  Hartree: {hartree[0]:.5f} {hartree[1]:.5f}")
print(f"  exact exchange: {exact_x[0]:.5f} {exact_x[1]:.5f}")
print(f"  BR with current: {br_with[0]:.5f} {br_with[1]:.5f}")
print(f"  BR without current: {br_without[0]:.5f} {br_without[1]:.5f}")
print("splitting of Hartree + exchange, E(+1) - E(0):")
print(f"  exact exchange, magnitude: {abs(split_exact) * 1e3:.5f} mhartree")
for name, value in (("with", split_with), ("without", split_without)):
    print(f"  BR {name} current: {value * 1e3:.2f} mhartree"
          f" = {value * HARTREE_EV:.4f} eV")
print(f"  largest change between grids: {grid_change * 1e3:.5f} mhartree")
print("no test failed")
```

Running it gives:

```
averaged HF energy of boron: -24.3836 hartree
virial ratio -V/T: 2.00000
point (x, y, z): [0.8 0.3 0.6] bohr
spin-up channel 1s 2s 2p(+1) at this point, atomic units:
  n = 0.045231
  |j_p| = 0.016035
  tau = 0.036143
  j_p^2/(2n) = 0.002842
  K = tau - j_p^2/(2n) = 0.033300
  |grad n|^2/(8n) = 0.004246
  D = 0.029054
  Laplacian of n = -0.037198
after Lambda = 0.7x - 0.4yz + 0.3x^2, atomic units:
  |j_p| = 0.048230
  tau = 0.059014
  j_p^2/(2n) = 0.025714
  K = 0.033300
hole coefficient Q, formula: -0.025569 a.u.
hole coefficient Q, sphere average: -0.025569 a.u.
averaged conditional density divided by s^2, a.u.:
  s = 0.40 bohr: 0.034150
  s = 0.20 bohr: 0.022545
  s = 0.10 bohr: 0.020131
  s = 0.05 bohr: 0.019558
  s = 0.01 bohr: 0.019377
  limit 2D/3: 0.019369
  same formula without current: 0.021264
2p(+1) orbital alone, tau - |grad n|^2/(8n):
  without current term: 0.009384 a.u.
  with current term: 1.7e-18 a.u. (magnitude)
both spins, K at the point, a.u.:
  sum of spin-resolved K: 0.056058
  K from spin-summed quantities: 0.057225
  relative-velocity term: 0.001168
hydrogen, Becke-Roussel exchange: -0.312500 hartree
boron energies in hartree, 2p(0) then 2p(+1):
  Hartree: 11.19748 11.18996
  exact exchange: -3.68321 -3.67569
  BR with current: -3.70742 -3.69961
  BR without current: -3.70742 -3.69417
splitting of Hartree + exchange, E(+1) - E(0):
  exact exchange, magnitude: 0.00000 mhartree
  BR with current: 0.29 mhartree = 0.0078 eV
  BR without current: 5.74 mhartree = 0.1561 eV
  largest change between grids: 0.00002 mhartree
no test failed
```
